# Heat conduction along very thin films with diffuse surfaces, part 1

(Sections cited here and not found follow in the second part.)

## First half: from carrier flights to the thin-film law

A film of thickness $d$ fills the region $0<z<d$. Heat flows along the film, in the $x$ direction, under a small uniform temperature gradient $T'=dT/dx$. The bulk material has conductivity $\kappa$, and its heat carriers have mean free path $\Lambda$. The problem is to find the in-plane conductivity $\kappa_{\rm film}$ when $d$ is much smaller than $\Lambda$, and to find out how small $d/\Lambda$ must be for the limiting law to be useful.

The carriers, phonons for instance, are treated as classical particles with the following properties.

- They all have the same speed $v$, independent of direction, and the same relaxation time $\tau$, so that $\Lambda=v\tau$. This is called the gray model.
- Scattering in the interior is isotropic: a carrier leaves a collision with no memory of its direction. Collisions that conserve the total momentum of the carriers are thereby excluded.
- The surfaces are fully diffuse: a carrier leaves a wall with no memory of its incoming direction. No net heat passes through a wall.
- The film has the same carrier spectrum, speed and interior scattering rate as the bulk.

The last assumption gives the thin limit its meaning. The ratio $d/\Lambda$ is to be made small by a long free path, while $d$ stays large enough for the bulk spectrum to survive. A film a few atoms thick is outside the model, whatever its ratio $d/\Lambda$.

Treating the carriers as classical particles sets a stricter limit. Carriers of wavelength $\lambda$ form standing waves across the film, and the cosines of their angles to the film normal are spaced by $\lambda/(2d)$. The result below depends on flights with cosines down to about $d/\Lambda$. These can be treated classically only if the spacing is much smaller than $d/\Lambda$, that is, if $\lambda\ll2d^2/\Lambda$.

### (a) Write the transport equation in the film, and find the bulk conductivity.

**Solution.** Let $f$ be the occupation of a carrier state of energy $\hbar\omega$, and let $f_0(\omega,T)$ be its equilibrium value. Write

$$f=f_0(\omega,T(x))+\phi .$$

In the steady state the Boltzmann equation balances drift against relaxation:

$$v_x\frac{\partial f}{\partial x}+v_z\frac{\partial f}{\partial z}=-\frac{f-f_0}{\tau}.$$

To first order in $T'$, the $x$ derivative acts on $f_0$ alone. The deviation $\phi$ is already proportional to $T'$, and it changes with $x$ only through the slow change of $T(x)$, which is an effect of second order. Therefore

$$v_x\frac{\partial f_0}{\partial T}T'+v_z\frac{\partial\phi}{\partial z}=-\frac{\phi}{\tau}. \tag{1}$$

Isotropic scattering returns carriers to the direction average of $f$, and this average must agree with the $f_0(\omega,T(x))$ used on the right. It does. The driving term in (1) is odd in $v_x$, and the walls do not spoil this symmetry, as part (b) shows. So $\phi$ is odd in $v_x$ and its direction average vanishes at every $z$. The temperature does not vary across the film.

In the bulk there is no dependence on $z$, and (1) gives

$$\phi_{\rm b}=-\tau v_x\frac{\partial f_0}{\partial T}T' .$$

The heat flux is the sum of $\hbar\omega\,v_x\phi_{\rm b}$ over all states in unit volume. Let $C$ be the sum of $\hbar\omega\,\partial f_0/\partial T$ over the same states, which is the heat capacity per volume. The direction average of $v_x^2$ is $v^2/3$, so

$$q_x=-\frac{C v^2\tau}{3}T',\qquad \kappa=\frac{Cv\Lambda}{3}. \tag{2}$$

For the film it is convenient to measure the deviation in units of its bulk value, $g=\phi/\phi_{\rm b}$. Let $\mu$ be the cosine of the angle between the flight direction and the $z$ axis, so that $v_z\tau=\mu\Lambda$. The first term of (1) equals $-\phi_{\rm b}/\tau$. Multiplying (1) by $\tau/\phi_{\rm b}$ gives

$$\mu\Lambda\frac{dg}{dz}+g=1. \tag{3}$$

Far from any wall $g=1$, as it should be.

### (b) Apply the diffuse walls, solve for $g$, and average it over the thickness. What does the result mean for a single direction?

**Solution.** A diffuse wall sends carriers out with an occupation that is the same for all outgoing directions. Its value follows from the requirement that as many carriers leave as arrive. The deviation $\phi$ of the arriving carriers is odd in $v_x$, so it adds nothing to the total arriving flux. The emitted occupation is then the equilibrium one at $T(x)$, and $\phi=0$ for carriers that leave a wall. This also confirms the symmetry used in part (a).

For $\mu>0$ the carriers come from the wall at $z=0$, so $g(0)=0$. Multiply (3) by $e^{z/(\mu\Lambda)}/(\mu\Lambda)$. The left side becomes a total derivative:

$$\frac{d}{dz}\left[g\,e^{z/(\mu\Lambda)}\right]=\frac{1}{\mu\Lambda}e^{z/(\mu\Lambda)} .$$

Integration from $0$ to $z$ gives

$$g(z)=1-e^{-z/(\mu\Lambda)} . \tag{4}$$

For $\mu<0$ the carriers come from the wall at $z=d$. The solution is the mirror image, with $z$ replaced by $d-z$ and $\mu$ by $|\mu|$. Its average over the thickness is the same, so it is enough to treat $\mu>0$.

That average is

$$\frac1d\int_0^d g\,dz=1-\frac{\mu\Lambda}{d}\left(1-e^{-d/(\mu\Lambda)}\right).$$

Define the two dimensionless quantities

$$\delta=\frac d\Lambda,\qquad x=\frac{\delta}{\mu}.$$

From here on $x$ denotes this ratio and no longer the coordinate along the film. The average becomes

$$h(x)=1-\frac{1-e^{-x}}{x}. \tag{5}$$

The meaning of $g$ can be read from (4). Follow a carrier backwards from the point $z$. It reaches the wall after a distance $s=z/\mu$, and the probability that it has flown at least a distance $s'<s$ since its last collision is $e^{-s'/\Lambda}$. The mean distance flown since the last event, interior collision or wall, is the integral of this probability:

$$\int_0^s e^{-s'/\Lambda}ds'=\Lambda\left(1-e^{-s/\Lambda}\right)=\Lambda g .$$

So $\Lambda g$ is the free path already covered by a carrier at that point, and $\Lambda h$ is its average over the film.

The series $e^{-x}=1-x+x^2/2-x^3/6+x^4/24-\dots$ inserted in (5) gives

$$h(x)=\frac x2-\frac{x^2}{6}+\frac{x^3}{24}-\dots \tag{6}$$

For small $x$, therefore, $\Lambda h\approx\Lambda\delta/(2\mu)=d/(2\mu)$. This is half the length of a straight crossing from wall to wall. For large $x$, $h\approx1-1/x$, and the carrier hardly notices the walls. A direction with $\mu\ll\delta$ belongs to this second group even in a very thin film, because its line of flight is almost parallel to the surfaces.

The average (5) was tested against a numerical integration of (3) across the film, for one steep and one grazing direction.

### (c) Sum over directions to obtain $F=\kappa_{\rm film}/\kappa$ for any thickness.

**Solution.** A direction contributes to the heat flux in proportion to $v_x\phi$. Since $\phi=g\phi_{\rm b}$ and $\phi_{\rm b}\propto v_x$, its weight is $v_x^2$. With azimuth $\varphi$ around the film normal,

$$v_x^2=v^2(1-\mu^2)\cos^2\varphi .$$

The azimuthal average of $\cos^2\varphi$ is $1/2$ for every $\mu$, so it cancels in the ratio to the bulk. The remaining weight is $1-\mu^2$, and equal intervals of $\mu$ hold equal numbers of directions. The integral of $1-\mu^2$ from $0$ to $1$ is $2/3$. Dividing by it normalizes the weight:

$$F(\delta)=\frac32\int_0^1(1-\mu^2)\,h\!\left(\frac\delta\mu\right)d\mu. \tag{7}$$

To express $F$ through known functions, insert (5), which reads $h=1-(\mu/\delta)(1-e^{-\delta/\mu})$:

$$F=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu .$$

The part without the exponential contains $\int_0^1(\mu-\mu^3)d\mu=1/2-1/4=1/4$. In the other part put $\mu=1/t$, so that $d\mu=-dt/t^2$ and the limits $0,1$ become $\infty,1$. The minus sign restores the order of the limits:

$$\int_0^1(\mu-\mu^3)e^{-\delta/\mu}d\mu=\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)e^{-\delta t}dt .$$

With the exponential integrals $E_n(\delta)=\int_1^\infty t^{-n}e^{-\delta t}dt$ the result is

$$F(\delta)=1-\frac{3}{8\delta}+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right]. \tag{8}$$

For a thick film the exponential integrals are exponentially small, and $F\approx1-3\Lambda/(8d)$. The loss comes from two surface layers whose width is of the order of one free path. For a thin film (8) is less transparent, because the large term $3/(8\delta)$ must be cancelled by the bracket. The form (7) is the better starting point there.

Formula (8) was tested in two ways. Direct quadrature of (7) reproduces it. A simulation of particles that scatter isotropically in the interior and are re-emitted diffusely by the walls gives an independent value. Since conductivity is heat capacity times diffusivity, $F$ is the ratio of the in-plane diffusivities, and these follow from the mean square displacement. At $\delta=0.1$ the simulation gives $0.21$ and formula (8) gives $0.209$. The test allowed a difference of 3% for statistical scatter.

### (d) Find the leading behaviour of $F$ as $\delta\to0$, with a proof, and identify the directions responsible for it.

**Solution.** The first attempt is to use $h\approx\delta/(2\mu)$ for all directions. Then (7) contains $\int_0^1d\mu/\mu$, which diverges at small $\mu$. The divergence shows that $F$ is not simply proportional to $\delta$. It is artificial, because the approximation fails for $\mu\lesssim\delta$: there the crossing length exceeds $\Lambda$, and interior scattering limits the flight. Hence the integral has to be split at $\mu=\delta$.

*Directions with $\mu<\delta$.* From (5), $0\le h\le1$. Their contribution to (7) lies between zero and $\tfrac32\delta$.

*Directions with $\mu>\delta$.* An error bound for $h\approx x/2$ is needed. For $x\ge0$, start from $e^{-x}\le1$ and integrate repeatedly from $0$ to $x$. This yields in turn

$$1-e^{-x}\le x,\qquad x-1+e^{-x}\le\frac{x^2}{2},\qquad \frac{x^2}{2}-x+1-e^{-x}\le\frac{x^3}{6},$$

and each left side is non-negative, being the integral of the non-negative one before it. Dividing the last expression by $x$ gives $x/2-h$, so

$$0\le\frac x2-h(x)\le\frac{x^2}{6}. \tag{9}$$

Replacing $h$ by $x/2=\delta/(2\mu)$ therefore makes an error of at most

$$\frac32\int_\delta^1\frac{\delta^2}{6\mu^2}d\mu=\frac{\delta^2}{4}\left(\frac1\delta-1\right)<\frac\delta4 .$$

The replaced integral is elementary:

$$\frac32\int_\delta^1(1-\mu^2)\frac{\delta}{2\mu}d\mu=\frac{3\delta}{4}\left[\ln\frac1\delta-\frac{1-\delta^2}{2}\right].$$

All corrections to the logarithmic term are bounded by a constant times $\delta$. Thus

$$F=\frac{3\delta}{4}\ln\frac1\delta+O(\delta),\qquad \frac{F}{\tfrac34\,\delta\ln(1/\delta)}\to1 . \tag{10}$$

In the range $\delta\ll\mu\ll1$ the integrand of (7) is $3\delta/(4\mu)$, so every decade of $\mu$ adds the same amount, $\tfrac34\delta\ln10=1.7269\,\delta$. The logarithm counts these decades. Its lower end is set by interior scattering and its upper end by geometry, since $\mu$ cannot exceed one. For $\delta=10^{-6}$, quadrature over the decade from $\mu=10^{-4}$ to $10^{-3}$ gives $1.7247\,\delta$. The small deficit is accounted for by the second term of (6), which contributes

$$-\frac32\int\frac{\delta^2}{6\mu^2}d\mu=-\frac{\delta^2}{4}\left(10^4-10^3\right)=-0.00225\,\delta .$$

Combining (2) and (10) gives $\kappa_{\rm film}\approx\tfrac14Cvd\ln(\Lambda/d)$. The factor $\Lambda$ of the bulk conductivity has been replaced by $d$, but $\Lambda$ survives inside the logarithm. If interior scattering were removed altogether, the conductivity of an infinitely long film would diverge, because flights ever closer to the film plane would be limited by nothing but the distant walls. In a film of finite length $\ell$ the result therefore also requires $\ell\gg\Lambda$.

## Second half: the constant, the accuracy and several free paths

The symbols carried over are the thickness $d$, the bulk free path $\Lambda$, their ratio $\delta=d/\Lambda$, and the direction cosine $\mu$ to the film normal. The conductivity ratio for fully diffuse walls and one free path is

$$F(\delta)=\frac{\kappa_{\rm film}}{\kappa}=\frac32\int_0^1(1-\mu^2)\,h\!\left(\frac\delta\mu\right)d\mu,\qquad h(x)=1-\frac{1-e^{-x}}{x},$$

with $h=x/2-x^2/6+x^3/24-\dots$ at small $x$. The first half showed that $F=\tfrac34\delta\ln(1/\delta)+O(\delta)$. The leading term alone is called the bare logarithm below. The abbreviation $L=\ln(1/\delta)$ is used throughout.

### (e) Find the term of order $\delta$, and the next one.

The conductivity ratio $F$ is now known for any thickness, and for $\delta\to0$ it approaches $\tfrac34\delta\ln(1/\delta)$ with a correction of order $\delta$. Still to be found are the terms asked for in (e), the accuracy of the bare logarithm, and the effects of partly mirror-like walls and of several free paths.
